\section*{Edge-to-Centre Current Ratio on a Perimeter-Contacted Wafer}

\section*{Problem}

A disc-shaped wafer of radius $R=15$ cm carries a thin metal film of uniform sheet resistance $R_s=0.1\ \Omega$. A continuous, perfectly conducting ring contacts the film along its whole rim. Metal is deposited on the film from a solution, and the interface obeys the linear law
\begin{equation}
i=\frac{\eta}{\rho},\qquad \rho=10\ \Omega\,\mathrm{cm^2}.
\label{law}
\end{equation}
Here $i>0$ is the magnitude of the cathodic current density and $\eta>0$ the magnitude of the local overpotential. Neglect the resistance of the electrolyte, so that the solution next to the film is an equipotential. Treat the film as unchanging while the current distribution is found.

\begin{enumerate}
\item[(a)] Derive the differential equation for $\eta(r)$.
\item[(b)] Solve it and find the ratio of the current density at the edge to that at the centre.
\item[(c)] For a rim overpotential of 5 mV, find the voltage drop in the film, the mean current density and the total current.
\item[(d)] With $R$ and $\rho$ fixed, what sheet resistance gives a ratio of 1.1? What is the ratio in the original problem once the film has doubled in thickness at constant resistivity?
\item[(e)] Take the film to be copper, plated at 298 K. Estimate how far electrolyte resistance, nonlinear kinetics, concentration changes and film growth alter the answer.
\end{enumerate}

\section*{Solution}

\subsection*{(a) Charge balance in the film}

Let $\Phi(r)$ be the potential of the film, $\phi_s$ that of the solution, and $E$ the equilibrium value of $\Phi-\phi_s$. The cathodic overpotential $\Phi-\phi_s-E$ is negative, so its magnitude is
\begin{equation}
\eta=E+\phi_s-\Phi .
\end{equation}
Positive charge enters the film from the solution and leaves through the rim. Let $K(r)$ be the outward current in the film per unit length of circumference. Ohm's law gives
\begin{equation}
K=-\frac{1}{R_s}\frac{d\Phi}{dr}=\frac{1}{R_s}\frac{d\eta}{dr},
\label{ohm}
\end{equation}
where the second form uses the constancy of $\phi_s$ and $E$. In the steady state, all current collected inside radius $r$ crosses the circle of radius $r$:
\begin{equation}
2\pi r K(r)=\int_0^r i(s)\,2\pi s\,ds .
\label{balance}
\end{equation}
Differentiating and dividing by $2\pi r$ gives $(1/r)\,d(rK)/dr=i$. With (\ref{law}) and (\ref{ohm}),
\begin{equation}
\frac1r\frac{d}{dr}\left(r\frac{d\eta}{dr}\right)=\frac{\eta}{L^2},
\qquad L=\sqrt{\frac{\rho}{R_s}} .
\label{ode}
\end{equation}
The length $L$ measures how far current travels in the film before the film's voltage drop becomes comparable with the overpotential. Here $L=\sqrt{10/0.1}\ \mathrm{cm}=10$ cm, which is smaller than the radius, so a marked nonuniformity is to be expected.

\subsection*{(b) The current ratio}

Put $x=r/L$ and try $\eta=\sum_{n\ge0}c_nx^n$. Since
\begin{equation}
\frac1x\frac{d}{dx}\left(x\frac{d}{dx}x^n\right)=n^2x^{n-2},
\end{equation}
equation (\ref{ode}) becomes $\sum_n n^2c_nx^{n-2}=\sum_n c_nx^n$. The term in $x^{-1}$ requires $c_1=0$, and matching the other powers gives $c_n=c_{n-2}/n^2$. All odd coefficients therefore vanish, while
\begin{equation}
c_{2m}=\frac{c_0}{2^2\,4^2\cdots(2m)^2}=\frac{c_0}{4^m(m!)^2}.
\end{equation}
The sum is the modified Bessel function of order zero:
\begin{equation}
\eta(r)=\eta(0)\,I_0(r/L),\qquad
I_0(x)=\sum_{m=0}^{\infty}\frac{(x/2)^{2m}}{(m!)^2}.
\end{equation}

A second-order equation has a second independent solution. Write it as $u(x)I_0(x)$. Substitution in $(x\eta')'=x\eta$, and use of $(xI_0')'=xI_0$, leave
\begin{equation}
(xu'I_0)'+xu'I_0'=0 .
\end{equation}
Multiplying by $I_0$ turns this into $(xu'I_0^2)'=0$, so $u'=C/(xI_0^2)$. Near the centre $u$ behaves as $C\ln x$, and $2\pi rK$ tends to the nonzero constant $2\pi C/R_s$. That would be a point source of current at the centre. There is none, so $C=0$.

Because $i$ is proportional to $\eta$, the amplitude cancels in the ratio. With $a=R/L=1.5$,
\begin{align}
\frac{i(R)}{i(0)}&=I_0(a)=1+\frac{a^2}{4}+\frac{a^4}{64}+\cdots\nonumber\\
&=1+0.5625+0.0791+0.0049+0.0002+\cdots\nonumber\\
&\simeq1.65 .
\label{ratio}
\end{align}
The nonuniformity is concentrated in the outer part of the wafer: $i(r)/i(0)$ is 1.06 at $r=5$ cm and 1.27 at $r=10$ cm.

Two limits show what controls the result. For $a\ll1$ the ratio is $1+a^2/4=1+R_sR^2/(4\rho)$, so at fixed $R_s$ and $\rho$ the excess at the edge grows as the square of the radius. For $a\gg1$ the curvature term $\eta'/r$ is small near the rim, and (\ref{ode}) reduces to $\eta''=\eta/L^2$. The solution that decays inward is $\eta\simeq\eta(R)e^{-(R-r)/L}$, and most of the current enters through a rim belt of width about $L$.

\subsection*{(c) Voltage drop and total current}

At the rim $\eta(R)=5$ mV, so the centre has $\eta(0)=5/1.647=3.04$ mV. The film drops the difference, 1.96 mV. The local current densities are
\begin{equation}
i(R)=\frac{5\ \mathrm{mV}}{10\ \Omega\,\mathrm{cm^2}}=0.500\ \mathrm{mA/cm^2},\qquad
i(0)=0.304\ \mathrm{mA/cm^2}.
\end{equation}

The total current follows from (\ref{balance}) at $r=R$, without a further integration. Define $I_1(x)=dI_0/dx$. Then
\begin{equation}
I_{\rm tot}=2\pi RK(R)=\frac{2\pi R}{R_s}\left.\frac{d\eta}{dr}\right|_R
=\frac{2\pi R}{R_sL}\,\eta(R)\frac{I_1(a)}{I_0(a)} .
\end{equation}
Divide by the area $\pi R^2$ and by $i(R)=\eta(R)/\rho$, and use $\rho/R_s=L^2$:
\begin{equation}
\frac{\bar\imath}{i(R)}=\frac{2\rho}{RR_sL}\frac{I_1(a)}{I_0(a)}
=\frac{2I_1(a)}{a\,I_0(a)}
=\frac{2(0.9817)}{1.5(1.6467)}=0.795 .
\end{equation}
Hence $\bar\imath=0.397\ \mathrm{mA/cm^2}$ and $I_{\rm tot}=\pi R^2\bar\imath=281$ mA.

\subsection*{(d) Changing the sheet resistance}

Let $y=a^2/4$. To second order, $I_0=1.1$ reads $y+y^2/4=0.1$, whose positive root is
\begin{equation}
y=2\left(\sqrt{1.1}-1\right)=0.0976,\qquad a=2\sqrt y=0.625 .
\end{equation}
The next term, $y^3/36$, is negligible here. Since $a^2=R^2R_s/\rho$,
\begin{equation}
R_s=\frac{\rho a^2}{R^2}=\frac{10(0.625)^2}{15^2}\ \Omega\simeq0.017\ \Omega .
\end{equation}
The film must conduct nearly six times better than the given one.

Doubling the thickness at constant resistivity halves $R_s$. Then $a=1.5/\sqrt2$, and the ratio falls to $I_0(a)=1.30$. This is the ratio of the instantaneous currents at that thickness, not of the accumulated deposit.

\subsection*{(e) What the model leaves out}

\paragraph{Electrolyte resistance.} Let an equipotential counter electrode, with no polarisation of its own, face the wafer across a gap $h$ of solution of conductivity $\kappa$. If the gap is thin, current crosses it almost perpendicularly and loses a voltage $ih/\kappa$. This resistance is in series with the interface, so $\rho$ is replaced by $\rho+h/\kappa$. A rough value for a strongly acid copper bath is $\kappa=0.5$ S/cm. For $h=0.5$ cm, $h/\kappa=1\ \Omega\,\mathrm{cm^2}$ and
\begin{equation}
\frac{i(R)}{i(0)}\simeq I_0\!\left(\frac{15}{\sqrt{11/0.1}}\right)=1.58 .
\end{equation}
A finite-volume solution of Laplace's equation in the gap, with an insulating side wall and coupled to the film and the interface, also gives 1.58.

For $h=5$ cm, $h/\kappa$ equals $\rho$. The series estimate gives 1.30 and the solution of Laplace's equation 1.38 (1.385 to three decimals). The estimate is now poor because current can spread sideways in the solution. A component of $i$ varying as $J_0(kr)$, with $kR$ a zero of $J_1$ so that the side wall carries no current, has a solution potential proportional to $\sinh[k(h-z)]J_0(kr)$, where $z$ is the height above the wafer. Dividing the magnitude of its value at $z=0$ by that of the current density there gives the resistance $\tanh(kh)/(\kappa k)$, which is less than $h/\kappa$. The series estimate thus overstates the resistance opposing nonuniform current, in line with its ratio being too low.

\paragraph{Nonlinear kinetics.} For two-electron deposition take the Butler--Volmer law
\begin{equation}
i=i_0\left(e^{0.5F\eta/R_gT}-e^{-1.5F\eta/R_gT}\right),
\label{bv}
\end{equation}
where $R_g$ is the gas constant and the transfer coefficients are model values. Its slope at $\eta=0$ is $2Fi_0/R_gT$. Equating this to $1/\rho$, with $R_gT/F=25.7$ mV, gives $i_0=25.7/(2\times10)=1.28\ \mathrm{mA/cm^2}$. To second order in $q=F\eta/R_gT$, (\ref{bv}) is $i=2i_0q(1-q/2)$. The current at first rises more slowly than linearly, which lowers the edge excess. Solving the ring balance numerically with (\ref{bv}) and 5 mV at the rim gives 1.55, about 6\% below the linear result.

At larger currents the first exponential dominates, and the local slope becomes
\begin{equation}
\frac{d\eta}{di}\simeq\frac{R_gT}{0.5Fi}.
\end{equation}
At $10\ \mathrm{mA/cm^2}$ this is $5.1\ \Omega\,\mathrm{cm^2}$, about half of $\rho$. The interface then does less to even out the current. With the same film, the same $i_0$ and an equipotential solution, the numerical ratio at a mean of $10\ \mathrm{mA/cm^2}$ is 2.40, and the rim overpotential is 128 mV.

\paragraph{Concentration changes.} Depletion multiplies the first exponential in (\ref{bv}) by $1-i/i_{\lim}$. Linearising gives $i/i_0=2F\eta/R_gT-i/i_{\lim}$, or
\begin{equation}
\eta=\frac{R_gT}{2F}\left(\frac1{i_0}+\frac1{i_{\lim}}\right)i .
\end{equation}
For rough values of diffusivity $D=5\times10^{-6}\ \mathrm{cm^2/s}$, concentration $c=0.5$ mol/L and diffusion layer $\delta=50\ \mu$m, $i_{\lim}=2FDc/\delta=96\ \mathrm{mA/cm^2}$. The added resistance is $25.7/(2\times96)=0.13\ \Omega\,\mathrm{cm^2}$, or 1.3\% of $\rho$. This small figure holds only for currents low enough to linearise. At a mean of $10\ \mathrm{mA/cm^2}$, depletion with the same $i_{\lim}$ lowers the Butler--Volmer ratio from 2.40 to 2.22 if the film keeps its initial thickness. This isolates the effect of depletion: the diffusion layer needs a time of order $\delta^2/D=5$ s to form, and the film thickens noticeably meanwhile.

\paragraph{Film growth.} With the rough bulk resistivity $1.7\ \mu\Omega\,$cm, the film is $1.7\times10^{-6}/0.1$ cm $=170$ nm thick. Scattering at surfaces and grain boundaries raises the resistivity of a real thin film, which would then be somewhat thicker for the same $R_s$. Faraday's law gives the mean growth rate $\bar\imath M/(2Fd)$, where the molar mass is $M\simeq64$ g/mol and the density $d\simeq9.0\ \mathrm{g/cm^3}$. For the current of part (c) this is about 0.15 nm/s, so the mean deposit adds a tenth of the thickness in about two minutes. At $10\ \mathrm{mA/cm^2}$ it takes about 5 s. The ratio 1.65 therefore describes the start of deposition.

\paragraph{Comparison with a plating tool.} The radius is that of a 300 mm wafer, and a mean of order $10\ \mathrm{mA/cm^2}$ is a rough typical plating current, some 25 times that of part (c). The linear law fails at such a current: with an equipotential solution and the film at its initial thickness, the Butler--Volmer law moves the ratio from 1.65 to 2.40. A gap of 5 cm acts the other way, moving the linear result to 1.38. These shifts were found separately and should not be added. The value 1.65 applies to rim overpotentials of about 1 mV or less (where the Butler--Volmer ratio is within about 1.5\% of it), a gap with $h/\kappa\ll\rho$, and a film that has not yet thickened appreciably.

Numbers in the example were calculated in double precision.
